# Limited Fermi-level pinning by one discrete interface level

**Question.** A metal contacts an oxide semiconductor through a thin insulating layer. The semiconductor side of that layer carries a fixed number of electron sites per area, all with one level at the same depth below the conduction edge. The metal is exchanged for others of steadily larger work function, while everything else is held fixed. Does the level hold the Fermi level in place at the interface for every metal, and if not, what decides where it lets go?

## The mechanism

Let $b$ be the energy of the conduction edge at the interface minus the Fermi energy. It is the electron barrier of the contact. In equilibrium, without current or gate bias, the metal fixes the Fermi energy throughout.

A larger work function tends to raise the conduction edge above the Fermi energy. The interface level rises with it, so some of its electrons leave for the metal. The interface becomes less negative, and this lowers the electron energy there. The loss of electrons thus opposes the rise that caused it. This negative feedback is what pinning means here.

The feedback consists of changes in charge, not of charge as such. A completely filled level holds the most electrons but cannot accept another. An empty level has none left to give. In both states a small change of work function produces no compensating change of charge, and the barrier must follow the metal. It remains to find how much work-function change the level can absorb between these two states.

## From charge to barrier

The algebra uses atomic units, in which the electron charge is $-1$ and $4\pi\varepsilon_0=1$. The insulator has thickness $d$ and relative permittivity $k$. There are $N$ sites per area, each holding at most one electron, and a fraction $f$ of them is filled. The sites are acceptors: neutral when empty, negative when filled. Their charge is first treated as a uniform sheet, and charge inside the semiconductor is neglected.

With no interface charge there is no field, the vacuum levels of the two solids align, and $b=\Phi-\chi$, where $\Phi$ is the metal work function and $\chi$ the electron affinity.

With filled sites the sheet has charge density $-Nf$, and the metal surface carries the opposite charge $+Nf$. Gauss's law gives a field $4\pi Nf/k$ in the insulator, directed from the metal to the sheet. The electrostatic potential at the sheet is therefore lower than at the metal by $4\pi Nfd/k$. An electron has negative charge, so its energy there is higher by the same amount:

$$
b=\Phi-\chi+Uf,\qquad U=\frac{4\pi Nd}{k}. \tag{1}
$$

The energy $U$ is the barrier shift produced by filling every site. It measures the capacity of the level.

## From barrier to filling

The level lies a depth $w$ below the conduction edge, hence at $b-w$ relative to the Fermi energy. If the filled site has $g$ equivalent spin states, the statistical weights of the empty and filled site are $1$ and $g\,e^{-(b-w)/k_BT}$. Dividing the filled weight by the sum of both gives

$$
f=\frac{1}{1+e^{(b-p)/k_BT}},\qquad p=w+k_BT\ln g. \tag{2}
$$

At $b=p$ half the sites are filled. Equations (1) and (2) have one common solution for each metal: $f$ falls as $b$ rises, so $b-Uf(b)$ increases steadily with $b$ and takes the value $\Phi-\chi$ once.

The response to a change of metal is the slope $S=db/d\Phi$. From (2),

$$
\frac{df}{db}=-\frac{f(1-f)}{k_BT}.
$$

Differentiating (1) with respect to $\Phi$, with the chain rule for $f$, gives

$$
S=1+U\frac{df}{db}S=1-\frac{Uf(1-f)}{k_BT}S,
$$

and collecting the terms in $S$ yields

$$
S=\frac{1}{1+Uf(1-f)/k_BT}. \tag{3}
$$

The product $f(1-f)$ expresses the mechanism. It vanishes for a full and for an empty level, where $S=1$. It is largest, $1/4$, at half filling, where the slope has its minimum

$$
S_{\min}=\frac{1}{1+U/4k_BT}. \tag{4}
$$

## How much movement can be withheld?

Without the level the barrier would move by $d\Phi$. With it the barrier moves by $S\,d\Phi$, so the withheld part is $(1-S)\,d\Phi$. By (1), $\Phi-b=\chi-Uf$. Summing over all work functions gives

$$
\int_{-\infty}^{\infty}(1-S)\,d\Phi=\big[\Phi-b\big]_{-\infty}^{\infty}
=U\,[f(-\infty)-f(\infty)]=U. \tag{5}
$$

The last step holds because the level is full at very small $\Phi$ and empty at very large $\Phi$. Temperature has dropped out. It affects how the withheld movement is distributed over the metals, but not its total. The form of (2) was not needed either: any filling that goes from one to zero gives the same total. A spread of level depths therefore cannot change it, provided $N$, $d$ and $k$ stay the same.

At zero temperature the distribution is simple, and $p=w$. There are three possibilities.

- If $b<p$, the level is full and $b=\Phi-\chi+U$. This is consistent for $\Phi<\chi+p-U$.
- If $b>p$, the level is empty and $b=\Phi-\chi$. This is consistent for $\Phi>\chi+p$.
- Between these limits $b=p$, and (1) fixes the filling as $f=(\chi+p-\Phi)/U$.

In the sheet model the barrier is thus constant over a work-function interval of width $U$, and it follows the metal one for one on either side. Both outer branches have unit slope; they are displaced from each other by $U$.

Donor sites, neutral when filled and positive when empty, carry the charge $+N(1-f)$. Equation (1) becomes

$$
b=\Phi-\chi-U(1-f)=(\Phi-U)-\chi+Uf.
$$

This is the acceptor result with $\Phi$ replaced by $\Phi-U$. The whole curve moves up by $U$ in work function, while the pinned barrier $p$ and the width are unchanged.

## The window at finite temperature

Thermal rounding leaves no sharp edges, so a criterion is needed. Let the window be the range with $S<1/2$. By (3) this requires $f(1-f)>k_BT/U$. Since the left side cannot exceed $1/4$, there is a window only if $U>4k_BT$, or

$$
N>\frac{k\,k_BT}{\pi d}. \tag{6}
$$

The two edges solve $f^2-f+k_BT/U=0$:

$$
f_\pm=\frac{1\pm s}{2},\qquad s=\sqrt{1-\frac{4k_BT}{U}}.
$$

Inverting (2) gives $b=p+k_BT\ln[(1-f)/f]$, and (1) then gives $\Phi=\chi+b-Uf$. Because $1-f_+=f_-$, the barrier difference between the edges is

$$
\Delta b=b(f_-)-b(f_+)=2k_BT\ln\frac{1+s}{1-s},
$$

and the work-function width is

$$
\Delta\Phi=\Delta b+U(f_+-f_-)=Us+2k_BT\ln\frac{1+s}{1-s}. \tag{7}
$$

As $T\to0$, $s\to1$ and the logarithmic term vanishes, so the width returns to $U$.

The release outside is exponential. At a distance $x$ above $\chi+p$ the level is nearly empty, $b\approx p+x$ and $f\approx e^{-x/k_BT}$. At the same distance below $\chi+p-U$ it is nearly full, and the same expression holds for $1-f$. When $1-S$ is small, (3) gives on both sides

$$
1-S\approx\frac{U}{k_BT}e^{-x/k_BT}. \tag{8}
$$

## Numbers for an oxide contact

Take round parameters suited to an amorphous indium-gallium-zinc-oxide film behind an alumina-like layer: $d=2$ nm, $k=9$, $N=2\times10^{13}$ cm$^{-2}$, $w=0.60$ eV, $\chi=4.2$ eV, $g=2$ and $T=300$ K. Then $k_BT=0.02585$ eV. In atomic units $N=5.60\times10^{-4}$ and $d=37.8$, so

$$
U=\frac{4\pi(5.60\times10^{-4})(37.8)}{9}=0.0296\ \text{hartree}=0.804\ \text{eV}.
$$

The pinned barrier is $p=0.60+0.02585\ln2=0.618$ eV. The full and empty branches, extended to $b=p$, end at $4.2+0.618-0.804=4.01$ eV and $4.2+0.618=4.82$ eV.

Solving (1) and (2) by a bracketed root search gives the following values. The third decimal of $b$ is kept to show differences within the model.

| $\Phi$ (eV) | $b$ (eV) | $f$ | $S$ |
|---|---|---|---|
| 3.6 | 0.204 | 1.000 | 1.00 |
| 4.0 | 0.550 | 0.933 | 0.34 |
| 4.2 | 0.591 | 0.735 | 0.14 |
| 4.4 | 0.616 | 0.517 | 0.11 |
| 4.6 | 0.640 | 0.298 | 0.13 |
| 4.8 | 0.676 | 0.095 | 0.27 |
| 5.0 | 0.801 | 0.001 | 0.97 |
| 5.4 | 1.200 | 0.000 | 1.00 |

Between 4.2 and 4.6 eV the barrier rises by 0.05 eV. Between 5.0 and 5.4 eV, an equal change of metal, it rises by 0.40 eV. Across the whole table $\Phi$ changes by 1.8 eV and $b$ by 0.996 eV. The missing 0.804 eV is $U$, as (5) requires. A straight line through the two end points would have slope 0.55, a value that describes neither the pinned nor the free region.

For the window, $4k_BT/U=0.129$ and $s=0.933$. Equation (7) gives $0.751+0.174=0.925$ eV, from 3.95 to 4.88 eV. The barrier moves by 0.17 eV inside it. At 10 K the width is 0.81 eV, close to $U$. Condition (6) requires at least $2.6\times10^{12}$ cm$^{-2}$ at 300 K. At that density the slope just reaches one half at a single point; strong pinning needs several times more. For the chosen density $S_{\min}=0.114$, and heating to 400 K raises it to 0.146. At 0.25 eV above $\chi+p$, (8) gives $1-S=0.002$: the level has let go.

## Is saturation really the cause?

Replace the discrete level by a uniform continuum with $D$ states per area and energy, neutral at $b=p$. Raising the edge by $b-p$ removes $D(b-p)$ electrons, so

$$
b=\Phi-\chi-\frac{4\pi d}{k}D(b-p),\qquad S=\frac{1}{1+4\pi dD/k}.
$$

Choose $D=N/4k_BT$, which makes this slope equal to $S_{\min}$. The continuum then responds as strongly as the half-filled level, but does not run out. Its slope is 0.114 at both 3.6 and 5.4 eV, where the discrete level gives 1.00.

The cost shows in the charge. Over this 1.8 eV range the continuum withholds $(1-0.114)\times1.8=1.59$ eV of barrier movement. Since each $N$ electrons account for $U=0.804$ eV, it must exchange about $2N$ electrons. The discrete level has $N$. The peak response is equal in the two cases; what differs is the available charge, and with it the range of pinning.

## What point charges change

The sheet model makes each electron feel the average charge of all filled sites, including its own share. Real charges are discrete. At $2\times10^{13}$ cm$^{-2}$ the sites of a square lattice would be 2.24 nm apart, slightly more than the 2 nm from a site to the metal. Averaging would need a spacing much smaller than that distance, so it is poor here.

The interaction of two electrons at the interface follows from a charge wave of wavenumber $q$ there. Its potential vanishes at the metal, varies as $\sinh qz$ in the insulator, and decays as $e^{-qz}$ in the semiconductor of permittivity $k_s$. The jump of electric displacement at the charge gives

$$
v(q)=\frac{4\pi}{q\,[k\coth(qd)+k_s]}.
$$

Expanding in $e^{-2qd}$, and using that $2\pi e^{-qh}/q$ is the transform of $1/\sqrt{\rho^2+h^2}$, gives for lateral distance $\rho$

$$
v(\rho)=\frac{2}{k+k_s}\left[\frac1\rho-(1+r)\sum_{n=1}^{\infty}\frac{(-r)^{n-1}}{\sqrt{\rho^2+(2nd)^2}}\right],
$$

with $r=(k-k_s)/(k+k_s)$. For $q\to0$, $Nv(q)\to4\pi Nd/k=U$, as it should.

On a lattice let $U_L$ be the sum of $v$ over all other sites. An electron's interaction with its own image is a constant and is included in $w$. At zero temperature, as $\Phi$ is lowered, the first electron enters when $\Phi-\chi=w$. The last enters when all others are present, at $\Phi-\chi=w-U_L$. The filling interval is therefore $U_L$, not $U$. Direct summation with $k_s=10$, and a continuous charge beyond a large radius, gives $U_L=0.58$ eV.

Equation (1) still holds for the laterally averaged barrier, because the average potential depends on the average charge alone. At the empty end this barrier is $w$; at the full end it is $w-U_L+U$. It is thus 0.23 eV higher at the end with the smaller work function. The net movement of the averaged barrier across the interval is backwards, and the flat plateau is a property of the sheet model. The movement is not steady: at zero temperature ordered fillings can lock, and the checkerboard at half filling has a gap of about 0.07 eV between removing and adding an electron, so there the barrier briefly follows the metal. At 300 K the reversal is smoothed and much smaller, about 0.05 eV between 4.8 and 4.2 eV. The total displacement $U$ of the outer branches, and the release after saturation, survive.

Sites in an amorphous film do not form a lattice. If their positions are random and independent, apart from an empty disc of radius 0.5 nm around the site considered, the average shift from the others at full filling is $N\int v\,d^2\rho=0.71$ eV, closer to $U$. The site energies now differ, however. For independently half-filled sites their variance is $(N/2)\int v^2d^2\rho$, which gives a standard deviation of 0.12 eV. If these differences were frozen, averaging (2) over a Gaussian of that width, with the sheet value of $U$, would raise the central slope from 0.11 to 0.28. They are not frozen: the electrons rearrange, avoid one another and choose the sites of lowest energy, which lowers the slope near half filling again, though not on the nearly full side, and the averaged barrier near half filling lies near 0.7 eV rather than at $p$. The value 0.28 therefore describes a fixed spread of level depths in the sheet model, not the effect of the point charges themselves.

## Comparison with a real contact

The affinity, the permittivities and a film 30 nm thick with $10^{17}$ donors per cm$^3$ are rough typical values for this kind of oxide contact. The site density is high, and 2 nm of insulator is thick for a contact that must carry current: its tunnelling resistance would add to the effect of the barrier. The assumption most plainly broken is that of a single sharp level, because amorphous oxides have states spread in energy. The frozen Gaussian spread of 0.12 eV used above illustrates the effect: in the sheet model the smallest slope more than doubles, while (5) keeps the withheld total at $U$. Reactive metals can also take oxygen from the film, so that $N$ and $w$ need not stay fixed when the metal is exchanged. The metal–insulator interface carries its own dipole and is itself partly pinned, so $\Phi$ must be read as the effective work function on the insulator, which varies less from metal to metal than the vacuum value.

Other corrections can be sized with the same numbers.

- **Metal screening.** If the field enters the metal over a rough length of 0.05 nm, the additional potential drop at full filling is $4\pi N$ times this length, or 0.18 eV. It adds 23 percent to $U$.
- **Film charge.** Complete depletion supplies $3\times10^{11}$ positive charges per cm$^2$ and lowers the barrier by at most 0.012 eV. For a rough band-state density $N_c=5\times10^{18}$ cm$^{-3}$, the gap between edge and Fermi energy in the neutral film is $k_BT\ln(N_c/N_D)=0.10$ eV, with $N_D$ the donor density. Every barrier in the table is larger, so the film is depleted, not accumulated. The smallest barrier is $7.9\,k_BT$, and the electrons there are nondegenerate.
- **Breakdown.** The full level puts 0.804 V across 2 nm, a field of 4.0 MV/cm. This is half of a rough breakdown field of 8 MV/cm.
- **Equilibrium.** For a tunnel barrier of 2.5 eV and a mass of 0.3 electron masses, both rough, the transmission $e^{-2\kappa d}$, with $\kappa$ the decay constant of the wave function, is $2\times10^{-8}$. An attempt energy of 1 eV then gives a level width of $2\times10^{-8}$ eV, far below $k_BT$, and a settling time of about 30 ns, or less when the field of the filled sites lowers the tunnel barrier. The barrier is counted from the level, and the time is exponentially sensitive to the inputs: 3.1 eV and a mass of 0.45 give about 20 µs. The level is sharp on the thermal scale, yet equilibrates quickly compared with a slow measurement.

For fixed $N$ and $w$, a thinner insulator or one of higher permittivity reduces $U$ and narrows the pinned range. The reason is electrostatic: the same number of electrons then produces a smaller potential step. This concerns the discrete level only; once the layer is a fraction of a nanometre thin, the tails of metal states reach the semiconductor and act like the continuum above, which does not run out. Conversely, a second level at another depth adds its own capacity, and pinning can resume when the Fermi level reaches it. A single level has one finite store of charge, and once that is full or empty the barrier again follows the metal, as long as no other charge responds. In the example the film charge begins to respond below about 3.7 eV, as the film ceases to be fully depleted. With it the slope is about 0.95 at 3.6 eV, where the table without film charge gives 1.00, and about 0.85 at 3.5 eV, where the barrier has fallen to the 0.10 eV of the neutral film. For still smaller work functions the film accumulates electrons, and their charge opposes the movement of the barrier more strongly.

Numbers in the example were calculated in double precision.
